# London's Hückel Ring Currents: Diamagnetic 4n+2 and Paramagnetic 4n Rings

Before computing the magnetic response of a conjugated ring, one must choose a geometry and a reference state. Averaging unequal bond lengths to gain symmetry changes the response of a ring with $4n+2$ π electrons by a finite amount, moderate for the six-membered ring of the example below and growing with ring size. In a ring of $4n$ identical sites with $4n$ π electrons, described by a one-electron model with nearest-neighbour hopping, it closes the gap, and a closed-shell linear response no longer exists. London's model shows why, and it fixes the sign of the ring current when the gap is open.

## The model and its result

A planar ring has $N=2M$ sites, one $p_z$ orbital and one π electron per site, and equal site energies, set to zero. Neighbours are coupled by real hoppings $\beta_k<0$. Overlap between neighbours, electron repulsion, spin Zeeman energy and changes of geometry with field are left out. The field $B$ is perpendicular to the ring, whose area is $S$. The electron charge is $-e$, and

$$\Phi=BS,\qquad \Phi_0=h/e,\qquad f=\Phi/\Phi_0,\qquad \eta=(-1)^M .$$

The result to be derived twice is that, for a closed shell and $0<f<1/2$,

$$\frac{dE}{df}=-\eta\,\sin(2\pi f)\times(\text{a positive quantity}).$$

For $N=4n+2$, $M$ is odd and the energy rises with flux: the ring is diamagnetic. For $N=4n$, $M$ is even and the energy falls: the ring is paramagnetic.

## The hopping phase

With $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$ and $\mathbf A_j=\mathbf A(\mathbf R_j)$, London's orbitals are $\chi_j=e^{-ie\mathbf A_j\cdot\mathbf r/\hbar}\phi_j$. The Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m+V$. Since $\mathbf p$ acting on the phase factor of $\chi_k$ produces $-e\mathbf A_k$,

$$H_{jk}=\langle\phi_j|\,e^{ie(\mathbf A_j-\mathbf A_k)\cdot\mathbf r/\hbar}\Big[\frac{(\mathbf p+e\mathbf A-e\mathbf A_k)^2}{2m}+V\Big]|\phi_k\rangle .$$

The term linear in $\mathbf A-\mathbf A_k$ is proportional to the angular momentum about the axis through site $k$ parallel to $\mathbf B$, which is zero for $p_z$. The squared term is of order $B^2$. Now write $\mathbf r=\tfrac12(\mathbf R_j+\mathbf R_k)+\boldsymbol\rho$. The midpoint gives the phase

$$\frac{e}{4\hbar}[\mathbf B\times(\mathbf R_j-\mathbf R_k)]\cdot(\mathbf R_j+\mathbf R_k)=\frac{e}{2\hbar}\mathbf B\cdot(\mathbf R_j\times\mathbf R_k),$$

which is $e/\hbar$ times the signed flux through the triangle formed by the origin and the two sites.

Call the remaining integral $K$. Suppose that the two orbitals are equal and that $V$ is unchanged by a half-turn about the axis through the midpoint parallel to $\mathbf B$. This half-turn exchanges the orbitals and reverses the in-plane part of $\boldsymbol\rho$, so $K$ becomes the corresponding integral of $H_{kj}$. Hermiticity says that this integral is $K^*$. Hence $K$ is real. For real orbitals, complex conjugation also reverses $B$, so $K$ is even in $B$ and differs from $\beta$ at order $B^2$. In a real ring the other atoms break this bond symmetry, so $K$ need not be real. Its imaginary part is odd in $B$ and shifts the phase at first order in the field. The triangle phase is then an approximation, and the model omits this shift, which would change the size of the ring current.

London's model keeps the phase and drops the $B^2$ changes of hoppings and site energies. These changes give a local response that does not need a closed ring, so the model describes the ring-current part of the magnetizability, not the whole.

Number the sites anticlockwise as seen with $\mathbf B$ pointing at the viewer. Then

$$H_{k+1,k}=\beta_k e^{-i\varphi_k},\qquad \sum_k\varphi_k=\frac{e}{\hbar}BS=2\pi f .$$

Changing the phases of the site orbitals redistributes the $\varphi_k$ but leaves their sum, so the energies depend on $f$ alone.

## From energy to current

For an orbital with amplitudes $c_k$, the equation $i\hbar\dot c_j=\sum_kH_{jk}c_k$ gives the particle flow from $k$ to $k+1$:

$$J=\frac{2}{\hbar}\,\mathrm{Im}(c_{k+1}^*H_{k+1,k}c_k).$$

The Hellmann–Feynman theorem gives $\partial\varepsilon/\partial\varphi_k=2\,\mathrm{Re}(-ic_{k+1}^*H_{k+1,k}c_k)=\hbar J$. In a stationary state $J$ is the same in every bond, so $d\varepsilon/d\Phi=\hbar J\,(e/\hbar)=eJ$. The charge current is $-eJ$. Summed over electrons,

$$I=-\frac{dE}{d\Phi},\qquad \frac{I}{B}\to-\frac{S\,E''(0)}{\Phi_0^2},\qquad \xi=-\frac{S^2E''(0)}{\Phi_0^2},$$

where primes denote derivatives in $f$ and $\xi$ is the magnetizability, the induced moment $IS$ divided by $B$. Negative $I$ opposes the applied field.

## First derivation: the secular determinant

Each site couples only to sites of the other parity. Reversing the amplitudes on one parity therefore turns a level $\varepsilon$ into $-\varepsilon$, and the levels are $\pm g_m$ with $g_m\ge0$ and $m=1,\dots,M$. The $N=2M$ electrons doubly fill the lower half:

$$E=-2\sum_m g_m .$$

To sum without finding the levels, use

$$g=\frac1{2\pi}\int_{-\infty}^{\infty}\ln\Big(1+\frac{g^2}{y^2}\Big)dy .$$

Both sides vanish at $g=0$, and the $g$-derivative of the right side is $\frac1{2\pi}\int 2g\,dy/(y^2+g^2)=1$. With $P(y,f)=\prod_m(y^2+g_m^2)$ it follows that

$$E=-\frac1\pi\int_{-\infty}^{\infty}\ln\frac{P(y,f)}{y^{2M}}\,dy .$$

Pairing the levels gives $\det(iy-H)=\prod_m(iy-g_m)(iy+g_m)=\eta P$. Expand this determinant in permutations. Fixed points contribute $iy$. An exchange of neighbours contains $H_{jk}H_{kj}=\beta_k^2$, from which the phase cancels. The remaining permutations are the two cycles that carry every site round the ring. A cycle of even length $N$ has sign $-1$, and its matrix elements multiply to

$$\prod_k(-\beta_k)e^{\mp i\varphi_k}=Qe^{\mp2\pi if},\qquad Q=\prod_k|\beta_k| .$$

The cycles add $-2Q\cos2\pi f$ to the determinant. Since $\eta^2=1$,

$$P(y,f)=P_0(y)-2\eta Q\cos2\pi f ,$$

with $P_0$ independent of flux. Differentiating, $\partial P/\partial f=4\pi\eta Q\sin2\pi f$, and therefore

$$\frac{dE}{df}=-4\eta\,Q\sin(2\pi f)\int_{-\infty}^{\infty}\frac{dy}{P(y,f)} .\tag{1}$$

$P$ is a product of positive factors for $y\neq0$, so the integral is positive and the result follows. The curvature at zero flux is

$$E''(0)=-8\pi\eta\,Q\int_{-\infty}^{\infty}\frac{dy}{P(y,0)} .$$

These integrals converge if no level lies at zero. At $y=0$, fixed points drop out. What remains are the two ways of pairing all sites along alternate bonds, and the two cycles. If $Q_1$ and $Q_2$ are the products of $|\beta|$ over the two sets of alternate bonds, so that $Q=Q_1Q_2$,

$$P(0,f)=Q_1^2+Q_2^2-2\eta Q_1Q_2\cos2\pi f .$$

At $f=0$ this vanishes only for even $M$ with $Q_1=Q_2$. The uniform $4n$ ring is such a case, and there the linear response fails.

## Second derivation: levels and windings

Now let the hoppings alternate, with $|\beta_1|=a$, $|\beta_2|=b$ and $a>b$, and give every bond the phase $\varphi=2\pi f/N$. Take amplitudes $ue^{i\kappa l}$ and $ve^{i\kappa l}$ on the two sites of cell $l$, with $\kappa=2\pi m/M$. The site equations are

$$\varepsilon u=qv,\qquad \varepsilon v=q^*u,\qquad q=\beta_1e^{i\varphi}+\beta_2e^{-i(\varphi+\kappa)} .$$

Thus $\varepsilon=\pm|q|=\pm g(\theta_m)$, where

$$g(\theta)^2=a^2+b^2+2ab\cos\theta,\qquad \theta_m=\kappa+2\varphi=\frac{2\pi(m+f)}M .$$

Expand $g(\theta)=\sum_p\gamma_pe^{ip\theta}$, with $\gamma_{-p}=\gamma_p$. The sum $\sum_me^{ip\theta_m}$ is zero unless $p=sM$ with integer $s$, when it is $Me^{2\pi isf}$. Hence

$$E=-2M\Big[\gamma_0+2\sum_{s\ge1}\gamma_{sM}\cos2\pi sf\Big].$$

The integer $s$ counts windings round the ring, and the signs of the $\gamma_p$ are needed. With $t=b/a<1$ and $z=e^{i\theta}$,

$$\gamma_p=\frac{a}{2\pi i}\oint_{|z|=1}z^{p-1}\sqrt{1+tz}\,\sqrt{1+t/z}\;dz,\qquad p\ge1 .$$

Inside the circle the integrand is analytic except on the cut $z=-x$, $0<x<t$, where $1+t/z$ is negative. The second root is $-i\sqrt{t/x-1}$ just above the cut and $+i\sqrt{t/x-1}$ just below. Shrinking the anticlockwise contour onto the cut, the upper edge is followed from $0$ to $-t$ and the lower edge back. Each edge gives $i\int_0^t(-x)^{p-1}\sqrt{(1-tx)(t/x-1)}\,dx$. The end points add nothing, because the integrand grows no faster than $|z|^{-1/2}$ there. Therefore

$$\gamma_p=(-1)^{p-1}\int_0^t w(x)\,x^p\,dx,\qquad w(x)=\frac{a}{\pi x}\sqrt{(1-tx)\Big(\frac tx-1\Big)}>0 .$$

For $p=sM$ the sign is $-\eta^s$. The derivative of the energy becomes

$$\frac{dE}{df}=-8\pi M\int_0^tw(x)\sum_{s\ge1}s(\eta x^M)^s\sin(2\pi sf)\,dx .$$

The sum is the imaginary part of $\zeta/(1-\zeta)^2$ with $\zeta=\eta x^Me^{2\pi if}$. Multiplying numerator and denominator by $(1-\zeta^*)^2$ gives

$$\frac{dE}{df}=-8\pi M\eta\sin(2\pi f)\int_0^t\frac{w(x)\,x^M(1-x^{2M})}{(1-2\eta x^M\cos2\pi f+x^{2M})^2}\,dx .\tag{2}$$

Every factor in the integral is positive, which is the stated sign again.

When the hoppings are very unequal, one winding dominates. The lowest power of $t$ in $\gamma_M$ comes from the binomial series of $(1+te^{i\theta})^{1/2}$, and to leading order

$$E''(0)\simeq16\pi^2Ma\binom{1/2}{M}t^M .$$

Here $t^M$ reflects the $M$ weak bonds that must be crossed to go round. The response dies with it, while its sign persists.

## The two formulas are equal

Set $x=e^{-u}$ and $y^2=2ab\cosh u-a^2-b^2$. Then $y^2=a^2(1-tx)(t/x-1)$, so $w=y/(\pi x)$ for $y\ge0$. Dividing numerator and denominator in (2) by $x^{2M}$ and using $dx/x=-du$,

$$\frac{dE}{df}=-4\eta\sin(2\pi f)\int_{\ln(1/t)}^\infty\frac{y\,M\sinh Mu}{(\cosh Mu-\eta\cos2\pi f)^2}\,du .$$

The factor multiplying $y$ is the derivative of $-1/(\cosh Mu-\eta\cos2\pi f)$. Integrating by parts, with boundary terms that vanish at $y=0$ and at infinity,

$$\frac{dE}{df}=-4\eta\sin(2\pi f)\int_0^\infty\frac{dy}{\cosh Mu-\eta\cos2\pi f} .\tag{3}$$

In the first derivation, $y^2+g_m^2=2ab(\cosh u+\cos\theta_m)=ab\,e^u|1+xe^{i\theta_m}|^2$. Since $\prod_m(1+xe^{i\theta_m})=1-\eta x^Me^{2\pi if}$, the product over $m$ is

$$P=(ab)^M(2\cosh Mu-2\eta\cos2\pi f).$$

With $Q=(ab)^M$ and an integrand even in $y$, equation (1) becomes (3).

## Uniform rings

Let all hoppings equal $-|\beta|$. The levels are $-2|\beta|\cos[2\pi(m+f)/N]$. Multiplying a sum of $r$ consecutive cosines by $2\sin(\pi/N)$ makes it telescope. The sum equals $\sin(r\pi/N)/\sin(\pi/N)$ times the cosine at the mean argument.

For $N=4n+2$ and $|f|\le1/2$, the occupied levels are $m=-n,\dots,n$. Here $r=N/2$, and

$$E=-\frac{4|\beta|\cos(2\pi f/N)}{\sin(\pi/N)},\qquad E''(0)=\frac{16\pi^2|\beta|}{N^2\sin(\pi/N)}>0 .$$

For $N=4n$, two levels meet at zero energy when $f=0$. For $0<f\le1/2$ the lowest singlet fills $m=-n,\dots,n-1$, whose mean argument is $2\pi(f-\tfrac12)/N$:

$$E=-\frac{4|\beta|\cos[2\pi(f-\frac12)/N]}{\sin(\pi/N)},\qquad \frac{dE}{df}\Big|_{0^+}=-\frac{8\pi|\beta|}{N}.$$

The energy is even in $f$, so this is a cusp and no susceptibility exists. The triplet has one electron in each of $m=\pm n$, whose energies cancel. The $2n-1$ doubly filled levels give

$$E_T=-4|\beta|\cot(\pi/N)\cos(2\pi f/N),$$

which is diamagnetic. In this model the open-shell singlet with the same occupation has the same energy. The paramagnetism of $4n$ rings is thus a statement about the closed-shell singlet, and it is a linear response only when a gap is open.

## Where the paramagnetism comes from

Return to the alternated ring with equal bond phases and differentiate each occupied level twice in $\varphi$. Since $d^2q/d\varphi^2=-q$, the expectation value of $d^2H/d\varphi^2$ in the lower level is $+g$. The first derivative mixes the levels $\pm g$ of the same $\kappa$ with a matrix element of modulus $|\mathrm{Im}(q^*dq/d\varphi)|/g$. Here

$$q^*\frac{dq}{d\varphi}=i(a^2-b^2+2iab\sin\theta),$$

so the element is $(a^2-b^2)/g$. Second-order perturbation theory subtracts twice its square divided by the gap $2g$. With two electrons per level and $d\varphi/df=2\pi/N$,

$$E''(0)=\frac{8\pi^2}{N^2}\sum_m\Big[g_m-\frac{(a^2-b^2)^2}{g_m^3}\Big],\tag{4}$$

with $g_m$ taken at $f=0$. The first term is diamagnetic; the second is Van Vleck mixing. For even $M$ one cell phase is $\theta=\pi$, where $g=a-b$. This frontier pair contributes a mixing term $-(8\pi^2/N^2)(a+b)^2/(a-b)$, which diverges as the gap $2(a-b)$ closes. For odd $M$ no cell phase equals $\pi$. The split into two parts depends on how the phases are shared among the bonds; the sum does not.

## Worked example

All parameters are round model values. The uniform hexagon has $|\beta|=2.5$ eV and side 1.40 Å. The alternated hexagon and octagon have $a=2.8$ eV and $b=2.2$ eV, on sides of 1.35 and 1.45 Å. All three polygons have equal angles, which fixes their areas at 5.092, 5.090 and 9.462 Å².

For the uniform hexagon, $E''(0)=16\pi^2(2.5)/(36\times0.5)=21.93$ eV, or $3.514\times10^{-18}$ J. With $S=5.092\times10^{-20}$ m² and $\Phi_0=4.13567\times10^{-15}$ Wb,

$$\frac IB=-\frac{(5.092\times10^{-20})(3.514\times10^{-18})}{(4.13567\times10^{-15})^2}\ \mathrm{A/T}=-10.46\ \mathrm{nA/T}.$$

For the octagon, $8\pi^2/64=1.2337$ and $a^2-b^2=3.00$ eV². At $\theta=\pi$, $g=0.60$ eV and the term in (4) is $1.2337(0.60-9.00/0.216)=-50.66$ eV. The other cell phases give $6.08$, $4.15$ and $4.15$ eV, and the sum of the unrounded terms is $-36.29$ eV.

| Ring | $E''(0)$ (eV) | $I/B$ (nA/T) | $\xi$ (J/T²) |
|---|---|---|---|
| uniform hexagon | 21.93 | −10.46 | $-5.33\times10^{-28}$ |
| alternated hexagon | 19.64 | −9.36 | $-4.77\times10^{-28}$ |
| alternated octagon | −36.29 | +32.16 | $+3.04\times10^{-27}$ |

Alternation lowers the hexagon's curvature by about 10% of its uniform value. This modest figure belongs to the small ring: with the same hoppings, (4) and the uniform formula give a drop of about 26% for $N=10$ and 58% for $N=18$. In the octagon, with equal bond phases, the expectation part is $15.69$ eV and the mixing part $-51.98$ eV, of which the frontier pair supplies $-51.40$ eV.

The linear regime of the octagon is set by the frontier level. Near $\theta=\pi$, $g^2\simeq(a-b)^2+ab(2\pi f/M)^2$, so $f$ must be small compared with $M(a-b)/(2\pi\sqrt{ab})\approx0.15$. At 10 T, $f=2.3\times10^{-4}$, well inside. At $f=0.1$ the parabola $\tfrac12E''(0)f^2$ gives $-0.181$ eV against the computed $-0.159$ eV.

## What each derivation assumes

Both derivations assume equal site energies, nearest-neighbour hopping, one electron per site and a closed shell. Unequal site energies or hopping between sites of the same parity invalidate the sign-reversal argument and in general break the pairing of levels that both use. Site energies $+\delta$ on one parity and $-\delta$ on the other are an exception: the cross terms in $H^2$ cancel, and the levels stay paired as $\pm\sqrt{g_m^2+\delta^2}$. That case is not treated here.

The determinant needs no translational symmetry. Equation (1) holds for any set of negative $\beta_k$ around the ring, so irregular bond lengths leave the sign unchanged while the shell stays closed. It does not show how the individual levels contribute.

The winding sum needs the two-site repeat. In return it gives the levels, the harmonics of $E(f)$ and the localized limit. It was derived for $t<1$; the uniform $4n+2$ ring follows as the limit $t\to1$, where the gap at $f=0$ stays open.

The numerical check compares (3) and (4) with diagonalized alternating rings of 4 to 12 sites, and the triangle phase with a direct quadrature between London orbitals. The extension of (1) to irregular hoppings rests on the derivation alone. Neither derivation covers electron repulsion or the dropped local response, so the sign found here is that of the Hückel ring current and need not be that of the total magnetizability.

## Values computed for the example and the checks

```
London element, field 0.05 a.u.: phase by quadrature 0.176250 rad, triangle flux 0.176250 rad
flux quantum h/e = 4.13567e-15 Wb
uniform hopping |beta| = 2.5 eV, side 1.4 angstrom
alternated hoppings 2.8 and 2.2 eV, sides 1.35 and 1.45 angstrom
uniform hexagon: area 5.0922 angstrom^2, f at 10 T = 1.2313e-04
  E''(0) = 21.9325 eV, I/B = -10.462 nA/T
  magnetizability = -5.3275e-28 J/T^2
  bond current at 10 T = -104.62 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: 0.1096, 0.6815, 2.6795 eV
  equal bond phases: expectation part 21.9325 eV, mixing part -0.0000 eV
alternated hexagon: area 5.0901 angstrom^2, f at 10 T = 1.2308e-04
  E''(0) = 19.6376 eV, I/B = -9.363 nA/T
  magnetizability = -4.7660e-28 J/T^2
  bond current at 10 T = -93.63 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: 0.0977, 0.5918, 1.6517 eV
  equal bond phases: expectation part 22.1668 eV, mixing part -2.5292 eV
alternated octagon: area 9.4616 angstrom^2, f at 10 T = 2.2878e-04
  E''(0) = -36.2899 eV, I/B = 32.164 nA/T
  magnetizability = 3.0433e-27 J/T^2
  bond current at 10 T = 321.64 nA
  E(f)-E(0) at f = 0.1, 0.25, 0.5: -0.1588, -0.6314, -1.0252 eV
  equal bond phases: expectation part 15.6949 eV, mixing part -51.9848 eV
  frontier gap 1.20 eV, frontier mixing -51.4042 eV
  m = 0: theta = 0 deg, g = 5.0000 eV, term in E''(0) = 6.0797 eV
  m = 1: theta = 90 deg, g = 3.5609 eV, term in E''(0) = 4.1472 eV
  m = 2: theta = 180 deg, g = 0.6000 eV, term in E''(0) = -50.6640 eV
  m = 3: theta = 270 deg, g = 3.5609 eV, term in E''(0) = 4.1472 eV
uniform octagon, |beta| = 2.5 eV: singlet slope at f = 0+ is -7.8540 eV
uniform octagon: triplet E''(0) = 14.8921 eV
```
